# Why substrate screening shifts a monolayer's gap more than its 1s exciton

## What happens

A model monolayer has a quasiparticle gap of 2.50 eV when free-standing. Laid directly on a substrate of dielectric constant 3, it loses 0.25 eV of that gap. Its exciton binding energy falls by 0.19 eV, so the 1s optical energy drops by 0.06 eV. If the substrate surface lies 3 Å below the polarizable sheet, the gap and binding fall by 0.16 and 0.15 eV, and the 1s line moves by 0.01 eV.

The two large changes have one source: the reduction of the Coulomb interaction by the substrate. It enters the gap through the self-energy and the binding through the electron–hole attraction. The contributions nearly cancel when the exciton is small on the scale over which the interaction change varies. The cancellation is approximate, and its remainder can be calculated.

The model has screening length \(r_0=40\) Å and reduced mass \(\mu=0.20\,m_e\). Here \(e^2\) stands for \(e^2/4\pi\varepsilon_0=14.40\) eV Å, and \(W\) is the positive repulsion between like charges; an electron and a hole attract through \(-W\). "Keldysh" refers to the Rytova–Keldysh interaction of a polarizable sheet, not to contour Green's functions.

## The interaction that changes

Let the sheet lie at \(z=0\) between half-spaces with dielectric constants \(\varepsilon_a\) and \(\varepsilon_b\), and define \(\kappa=(\varepsilon_a+\varepsilon_b)/2\). For an external sheet charge \(\sigma\) of in-plane wavevector \(q\), Laplace's equation outside the sheet gives the potential \(\phi_0e^{-q|z|}\). The in-plane polarization is \(-\alpha\nabla\phi\), so the induced charge, minus its divergence, is \(-\alpha q^2\phi_0\). The jump in electric displacement equals \(4\pi\) times the total sheet charge:

\[
(\varepsilon_a+\varepsilon_b)q\phi_0=4\pi(\sigma-\alpha q^2\phi_0).
\]

Collecting \(\phi_0\), dividing by two and setting \(r_0=2\pi\alpha\) gives, for unit charges,

\[
W_\kappa(q)=\frac{2\pi e^2}{q(\kappa+r_0q)} .
\]

Relative to the free-standing sheet, \(\kappa=1\), the change is

\[
\delta W(q)=\frac{2\pi e^2}{q}\left[\frac1{\kappa+r_0q}-\frac1{1+r_0q}\right]
=-\frac{2\pi e^2(\kappa-1)}{q(\kappa+r_0q)(1+r_0q)} .
\]

It is negative for \(\kappa>1\) and strongest at long wavelength. At large \(q\) the sheet's own polarization dominates and the surroundings matter little.

The interaction \(W_\kappa\) diverges logarithmically at zero distance, but its change does not. Since \(d^2q/(2\pi)^2\) becomes \(q\,dq/2\pi\) after the angular integration,

\[
\begin{aligned}
\delta W(r=0)&=-e^2\int_0^\infty dq\,
\frac{\kappa-1}{(\kappa+r_0q)(1+r_0q)}\\
&=-e^2\int_0^\infty dq\left[\frac1{1+r_0q}-\frac1{\kappa+r_0q}\right]\\
&=-\frac{e^2}{r_0}\left[\ln\frac{1+r_0q}{\kappa+r_0q}\right]_0^\infty
=-\frac{e^2}{r_0}\ln\kappa .
\end{aligned}
\]

The logarithm vanishes at the upper limit and equals \(-\ln\kappa\) at the lower one.

## Why the gap falls

Only the induced part of \(W\) depends on the substrate. Represent it by polarization modes of energy \(\Omega\) and spectral weight \(B(q,\Omega)\), so that its static value is \(-2\int d\Omega\,B/\Omega\). With orbitals and occupations \(f_m\) held fixed, second-order perturbation theory gives the energy of state \(n\) a contribution

\[
\sum_{m,q}O_{nm}(q)\int d\Omega\,B
\left[\frac{1-f_m}{\varepsilon_n-\varepsilon_m-\Omega}
+\frac{f_m}{\varepsilon_n-\varepsilon_m+\Omega}\right].
\]

Here \(O_{nm}\) is the squared overlap of the Bloch states. The first term describes virtual emission of a mode while the electron scatters into an empty state. The second is minus the energy \(B/(\varepsilon_m-\varepsilon_n-\Omega)\) of a ground-state fluctuation from \(m\) into \(n\), because that fluctuation is blocked when \(n\) is filled.

Assume that the relevant modes are fast, \(\Omega\gg|\varepsilon_n-\varepsilon_m|\). The bracket becomes \([-(1-f_m)+f_m]/\Omega\), and the mode integral becomes the static induced interaction times \(\frac12-f_m\). This is linear in the interaction, so the substrate-induced change is

\[
\delta\Sigma_n=\frac12\delta W(0)-\sum_q\sum_{v}O_{nv}(q)\,\delta W(q),
\]

where completeness, \(\sum_mO_{nm}=1\), was used in the first term and \(v\) runs over filled bands. This is the static Coulomb-hole plus screened-exchange self-energy.

Because \(\delta W(q)\) favours long wavelengths, take \(O_{vv}\simeq1\) and \(O_{cv}\simeq0\). Then

\[
\delta\Sigma_c=\tfrac12\delta W(0),\qquad
\delta\Sigma_v=\tfrac12\delta W(0)-\delta W(0)=-\tfrac12\delta W(0).
\]

Since \(\delta W(0)<0\), the conduction edge moves down and the valence edge up. An added electron and an added hole each gain half the interaction with the polarization they create; the factor one half accounts for the work of creating it. The gap changes by

\[
\Delta E_g=\delta\Sigma_c-\delta\Sigma_v=\delta W(0)
=-\frac{e^2}{r_0}\ln\kappa .
\]

For a substrate of dielectric constant 3 below and vacuum above, \(\kappa=2\). With \(e^2/r_0=0.360\) eV, \(\Delta E_g=-0.360\times\ln2=-0.250\) eV.

## Why the binding follows

For parabolic bands, the relative motion of the pair is governed by

\[
H_\kappa=E_g(\kappa)+\frac{p^2}{2\mu}-W_\kappa(r).
\]

Its lowest eigenvalue is \(E_{1s}=E_g-E_b\), with \(E_b>0\). Subtracting the free-standing Hamiltonian gives

\[
D(r)\equiv H_\kappa-H_1=\delta W(0)-\delta W(r).
\]

The first term is the sum of the electron's and hole's separate polarization energies. The second is their mutual energy through the same substrate polarization, with the opposite sign because the charges are opposite. If the pair were at one point, its charge would vanish and \(D\) would be zero.

The form of the potential shows the same cancellation. Substituting \(q=\kappa t/r_0\) in the Fourier integral gives

\[
W_\kappa(r)=\frac{e^2}{r_0}\,w\!\left(\frac{\kappa r}{r_0}\right),\qquad
w(x)=\int_0^\infty dt\,\frac{J_0(xt)}{1+t}.
\]

At short distance \(\delta W(r)\) tends to \(-(e^2/r_0)\ln\kappa\), so there \(w(\kappa x)-w(x)\to-\ln\kappa\). The surroundings lower the short-range potential by a constant. A constant changes the binding energy without reshaping the wavefunction, and the gap changes by the same constant.

## What does not cancel

The remainder depends on how far \(\delta W(r)\) departs from its value at the origin:

\[
\delta W(r)-\delta W(0)=e^2(\kappa-1)\int_0^\infty dq\,
\frac{1-J_0(qr)}{(\kappa+r_0q)(1+r_0q)} .
\]

It is nonnegative because \(J_0\le1\). For an upper bound, replace the denominator by the smaller quantity \(r_0^2q^2\) and set \(x=qr\). The integral that remains is

\[
I=\int_0^\infty dx\,\frac{1-J_0(x)}{x^2}.
\]

To evaluate it, write \(J_0(x)\) as the angular average of \(\cos(x\cos\theta)\). Integration by parts gives \(\int_0^\infty dx\,[1-\cos(ax)]/x^2=\pi|a|/2\), and the average of \(|\cos\theta|\) is \(2/\pi\). Thus \(I=1\), and

\[
0\le\delta W(r)-\delta W(0)\le\frac{e^2(\kappa-1)r}{r_0^2}.
\]

Let \(\varphi_1\) and \(\varphi_\kappa\) be the 1s states without and with the substrate. Using \(\varphi_1\) as a trial state for \(H_\kappa\) gives \(E_{1s}(\kappa)\le E_{1s}(1)+\langle D\rangle_1\). Using \(\varphi_\kappa\) for \(H_1=H_\kappa-D\) gives \(E_{1s}(1)\le E_{1s}(\kappa)-\langle D\rangle_\kappa\). Together,

\[
\langle D\rangle_\kappa\le\Delta E_{1s}\le\langle D\rangle_1\le0,
\qquad
-\Delta E_{1s}\le\frac{e^2(\kappa-1)\langle r\rangle_\kappa}{r_0^2}.
\]

This model therefore gives a redshift. Dividing its bound by the gap shift shows that \((\kappa-1)\langle r\rangle_\kappa\ll r_0\ln\kappa\) is sufficient for good cancellation. For weak substrate screening, \(\ln\kappa\simeq\kappa-1\), and the condition becomes \(\langle r\rangle\ll r_0\).

## How large the effect is

The energies below are in eV. Four decimals let the subtraction be followed; they do not represent the accuracy of the model.

| \(\kappa\) | Gap | Binding | 1s energy |
|---|---|---|---|
| 1.0 | 2.5000 | 0.5365 | 1.9635 |
| 1.5 | 2.3540 | 0.4209 | 1.9331 |
| 2.0 | 2.2505 | 0.3455 | 1.9050 |
| 3.0 | 2.1045 | 0.2505 | 1.8540 |

At \(\kappa=2\), the binding change cancels \(0.1911/0.2495\), or 77%, of the gap shift. The free-standing exciton has \(\langle r\rangle=10.2\) Å. At \(r=10\) Å, \(\delta W=-0.190\) eV, compared with \(-0.250\) eV at the origin. The difference, \(-0.060\) eV, is already close to the calculated 1s shift of \(-0.058\) eV. The variational bracket runs from \(-0.060\) to \(-0.057\) eV. The size bound is looser: \(14.40\times11.16/40^2=0.10\) eV.

Exciton size can be isolated by changing the mass at fixed \(r_0\) and \(\kappa\), which leaves the gap shift unchanged in this model. For \(\mu=0.05\), 0.20 and 0.80 \(m_e\), the free-standing mean distances are 22, 10 and 5 Å. The respective 1s redshifts at \(\kappa=2\) are 0.10, 0.06 and 0.03 eV.

The larger 2s state is less protected. Its binding falls from 0.239 to 0.117 eV, a loss of 0.122 eV against the gap's 0.250 eV. Its optical energy falls by 0.127 eV, about twice the 1s shift.

Cancellation must also deteriorate under strong screening. The gap formula keeps falling as \(\ln\kappa\), while the binding cannot lose more than its initial 0.54 eV. The cancelled fraction is therefore below \(0.5365/(0.360\ln\kappa)\), a limit that drops under one at \(\kappa\) of about 4.4 and tends to zero as \(\kappa\) grows.

## Two corrections to the contact model

**Distance to the substrate.** Let vacuum separate the sheet from a substrate surface at depth \(h\), with dielectric constant \(\varepsilon_s=2\kappa-1\). A unit sheet charge produces a potential of amplitude \(A=(2\pi/q)e^{-qh}\) at the surface. If the reflected amplitude is \(B\), continuity of potential and displacement requires

\[
A-B=\varepsilon_s(A+B),\qquad
B=-\frac{\varepsilon_s-1}{\varepsilon_s+1}A=-\frac{\kappa-1}{\kappa}A .
\]

The reflected part decays by another factor \(e^{-qh}\) on its way back. The potential at the sheet, before the sheet polarizes, is therefore \(2\pi s/q\), with

\[
s(q)=1-\frac{\kappa-1}{\kappa}e^{-2qh}.
\]

Adding the sheet's induced charge gives \(\phi_0=(2\pi s/q)(\sigma-\alpha q^2\phi_0)\), hence

\[
W(q)=\frac{2\pi e^2s(q)}{q[1+r_0q\,s(q)]}.
\]

At \(h=0\), \(s=1/\kappa\) and the earlier result returns. The exponential suppresses the substrate response at short wavelengths. To see why this improves the cancellation, write

\[
\langle D\rangle=\int\frac{d^2q}{(2\pi)^2}\,\delta W(q)[1-\rho(q)],
\]

where \(\rho(q)\) is the Fourier transform of \(|\varphi(r)|^2\). The factor \(1-\rho\) vanishes at small \(q\), so the remainder draws on shorter wavelengths than the gap shift does. At \(\kappa=2\) and \(h=3\) Å, the gap shift shrinks from 0.250 to 0.160 eV, whereas the 1s redshift shrinks from 0.058 to 0.011 eV. The cancelled fraction rises from 77% to 93%.

**Bloch overlaps.** Setting interband overlaps to zero overstates the gap shift. A massive Dirac model, \(\Delta\sigma_z+\hbar v\,\mathbf k\cdot\boldsymbol\sigma\) with \(\Delta=E_g/2\), provides an estimate. Its pair energy is \(2\sqrt{\Delta^2+\hbar^2v^2k^2}\simeq2\Delta+\hbar^2v^2k^2/\Delta\). Matching the last term to \(\hbar^2k^2/2\mu\) fixes the length

\[
\ell=\frac{\hbar v}{\Delta}=\sqrt{\frac{\hbar^2}{2\mu\Delta}}
=\sqrt{\frac{3.81}{0.20\times1.25}}\ \text{Å}=3.9\ \text{Å}.
\]

Let \(\mathbf n\) be the pseudospin direction at \(\mathbf k\), and \(\mathbf n'\) that at \(\mathbf k'\). The overlaps are \(O_{vv}=(1+\mathbf n\cdot\mathbf n')/2\) and \(O_{cv}=(1-\mathbf n\cdot\mathbf n')/2\). Their difference weights the gap shift by \(\mathbf n\cdot\mathbf n'\). The electron–hole attraction carries its own overlap factor, \(F=\langle c\mathbf k|c\mathbf k'\rangle\langle v\mathbf k'|v\mathbf k\rangle\). This factor depends on the spinor phases. Choose them smooth at \(\mathbf k=0\), with the upper component of \(c\) and the lower component of \(v\) real and positive, so that the parabolic 1s amplitude applies. For a normalized real 1s amplitude \(A_k\), the first-order shift is

\[
\Delta E_{1s}^{(1)}=\sum_{\mathbf k,\mathbf k'}\delta W(\mathbf k-\mathbf k')
\left[A_k^2\,\mathbf n\cdot\mathbf n'-A_kA_{k'}\operatorname{Re}F\right].
\]

At \(\mathbf k=0\), let \(\theta'\) be the angle of \(\mathbf n'\) from the pseudospin axis. The gap weight is \(\cos\theta'\), while \(F=\cos^2(\theta'/2)=(1+\cos\theta')/2\). The gap weight therefore falls below one by twice as much as the attraction weight. The exciton amplitude widens the difference: \(A_{k'}\) is small at large \(k'\), where the overlaps depart most from one, so the attraction term hardly samples that region. The gap term contains no \(A_{k'}\) and samples it fully. The overlaps therefore reduce mainly the gap term.

With these overlaps the band-edge gap shift at contact is \(-0.224\) eV instead of \(-0.250\) eV. The first-order 1s shift changes from \(-0.057\) to \(-0.034\) eV at contact, and from \(-0.011\) to \(-0.009\) eV at 3 Å. These values use the free-standing parabolic 1s amplitude; they estimate the correction and are not a full Dirac exciton calculation. They also keep the static \(\delta W\) in the interband terms, where \(|\varepsilon_n-\varepsilon_m|\ge E_g\) is not small compared with the sheet's own polarization modes, so the size of the correction, especially at contact, holds only within the static approximation.

## What to do in practice

**Change the gap and the attraction together.** At \(\kappa=2\), correcting the gap but keeping the free-standing binding gives \(2.2505-0.5365=1.714\) eV, which is 0.19 eV below the consistent 1s energy. Correcting the binding alone gives \(2.5000-0.3455=2.155\) eV, which is 0.25 eV too high. Both errors far exceed the physical shift. Use the same \(\delta W\), including the same substrate distance, in both places.

**Do not infer an unchanged gap from an unchanged 1s line.** The separation between 1s and 2s tests the change in attraction, because a common gap shift drops out of it. For the same reason, it does not give the gap itself. Here it falls from \(0.5365-0.2393=0.297\) eV to \(0.3455-0.1169=0.229\) eV.

**Converge the long-wavelength part.** If a calculation omits a disc of radius \(q_c\) around \(q=0\), the magnitude of the gap shift at contact is underestimated by at most \(e^2(\kappa-1)q_c/\kappa\), because the radial integrand is largest at \(q=0\). The 1s energy is less sensitive, since \(1-\rho(q)\) vanishes there. A well-converged optical line is therefore no evidence that the gap and binding have converged separately.

**Check the physical regime.** The derivation assumes that the polarization of both the substrate and the sheet is fast, since \(\delta W\) contains the sheet's static \(r_0\) as well as \(\kappa\); a fast substrate alone is not enough. It also assumes fixed orbitals and a layer that does not hybridize with its support. Slow polar phonons, charge transfer, strain or new interface states require additional terms. For a real interface, the sheet–substrate distance deserves particular care: in this example, moving from contact to 3 Å reduces the 1s shift by a factor of about five with parabolic bands and about four in the Dirac estimate.

The numerical check tests the sheet potential against a finite-difference Poisson solution and the 1s binding energies in the table against an independent radial grid.

## Values computed for the example and the checks

```
e2 = 14.3996 eV Angstrom
hbar^2/(2 m_e) = 3.8100 eV Angstrom^2
r0 = 40.0 Angstrom, mu = 0.20 m_e
free-standing gap = 2.50 eV
energy scale e2/r0 = 0.3600 eV
kappa 1.0: gap 2.5000, binding 0.5365, 1s energy 1.9635 eV
  mean distance 10.20 Angstrom
kappa 1.5: gap 2.3540, binding 0.4209, 1s energy 1.9331 eV
  mean distance 10.68 Angstrom
kappa 2.0: gap 2.2505, binding 0.3455, 1s energy 1.9050 eV
  mean distance 11.16 Angstrom
kappa 3.0: gap 2.1045, binding 0.2505, 1s energy 1.8540 eV
  mean distance 12.11 Angstrom
kappa 1.5: shifts gap -0.1460, binding -0.1156, 1s -0.0303 eV
  fraction of gap shift cancelled 0.792
  1s bracket -0.0308 to -0.0299 eV
  size bound on redshift 0.0481 eV
kappa 2.0: shifts gap -0.2495, binding -0.1911, 1s -0.0585 eV
  fraction of gap shift cancelled 0.766
  1s bracket -0.0603 to -0.0568 eV
  size bound on redshift 0.1004 eV
kappa 3.0: shifts gap -0.3955, binding -0.2860, 1s -0.1095 eV
  fraction of gap shift cancelled 0.723
  1s bracket -0.1159 to -0.1042 eV
  size bound on redshift 0.2180 eV
kappa 2: deltaW(0) = -0.2495 eV
  deltaW(5 Angstrom) = -0.2146 eV
  deltaW(10 Angstrom) = -0.1897 eV
  deltaW(20 Angstrom) = -0.1548 eV
  deltaW(40 Angstrom) = -0.1130 eV
  deltaW(100 Angstrom) = -0.0614 eV
kappa 2: 2s binding 0.2393 -> 0.1169 eV
kappa 2: 2s optical shift -0.1271 eV
mu 0.05 m_e: free <r> 22.31 Angstrom, 1s shift -0.0965 eV
mu 0.20 m_e: free <r> 10.20 Angstrom, 1s shift -0.0585 eV
mu 0.80 m_e: free <r> 4.86 Angstrom, 1s shift -0.0332 eV
height 3.0 Angstrom, kappa 2: gap shift -0.1596 eV
  binding shift -0.1484, 1s shift -0.0112 eV
  fraction of gap shift cancelled 0.930
Dirac length = 3.904 Angstrom
Dirac edge shifts: valence 0.1119, conduction -0.1119 eV
Dirac band-edge gap shift -0.2238 eV
First-order 1s shifts at kappa 2, parabolic -> Dirac:
  height 0 Angstrom: -0.0568 -> -0.0341 eV
  height 3 Angstrom: -0.0110 -> -0.0091 eV
```
